\section*{Lifetime energy throughput of a capacitor and the optimum field 2/γ}

\section{What dimensions fix}

A capacitor is charged to a peak field $E$ and discharged to zero, again and again, until it fails. Let the energy per volume and cycle be $w(E)=aE^2$ and the number of cycles survived be $N(E)=N_0e^{-\gamma E}$, where $a$, $N_0$ and $\gamma$ are positive and do not depend on $E$. The energy passed through the device in its whole life, per volume, is
\begin{equation}
U(E)=w(E)\,N(E)=aN_0\,E^2e^{-\gamma E}.
\label{eq:U}
\end{equation}
The constants $a$ and $N_0$ enter as a common factor, so they change the height of this curve but not the place of its maximum. What remains is $\gamma$, an inverse field. If there is a best field, it must therefore be
\begin{equation}
E^*=\frac{c}{\gamma},
\end{equation}
with $c$ a pure number. The calculation below gives $c=2$, the exponent of the energy law. It also matters where the two laws hold: an antiferroelectric obeys the square law only below its switching field, and the exponential may have been measured only far above $2/\gamma$.

\section{Energy per cycle from the polarization loop}

Stored energy here means energy delivered on discharge. When the polarization changes by $dP$ at field $E$, the source does work $E\,dP$ per volume on the film. The delivered energy is minus this work along the discharge branch:
\begin{equation}
w=-\int_{\rm discharge}E'\,dP .
\end{equation}
The loop is taken as quasi-static and leakage is neglected.

\paragraph{Below switching.} Here $P=\varepsilon E'$ with $\varepsilon=\varepsilon_0\varepsilon_r$. (The vacuum term is included in $P$, which is then the charge per area on the plates.) The field runs from $E$ down to zero, so
\begin{equation}
w=-\int_E^0E'\varepsilon\,dE'=\tfrac12\varepsilon E^2=aE^2,
\qquad a=\tfrac12\varepsilon_0\varepsilon_r .
\end{equation}

\paragraph{Above switching.} In the simplest antiferroelectric loop, $P$ jumps up by $P_s$ at the forward field $E_f$ during charging and drops by $P_s$ at the lower field $E_b>0$ during discharge. The drop is $dP=-P_s$ at field $E_b$ and delivers $+P_sE_b$. Hence
\begin{equation}
w(E)=\begin{cases}aE^2,&E<E_f,\\ aE^2+P_sE_b,&E\ge E_f.\end{cases}
\label{eq:w}
\end{equation}
Charging through the step costs $aE^2+P_sE_f$, since the upward jump occurs at $E_f$. The difference,
\begin{equation}
q=P_s(E_f-E_b),
\end{equation}
is the loop area and becomes heat in every cycle whose peak field reaches $E_f$. Below $E_f$ the model has no hysteresis loss.

\paragraph{Fading.} Suppose cycle $n$ delivers $w(E)f(n/N)$, with the same function $f$ at every field. For $N\gg1$ the sum over cycles becomes an integral over $u=n/N$:
\begin{equation}
\sum_{n=1}^{N}w\,f(n/N)\simeq wN\int_0^1f(u)\,du .
\end{equation}
The integral is a constant factor, so such fading lowers $U$ without moving its maximum.

\section{The maximum for the square law}

Differentiate Eq.~\eqref{eq:U} by the product rule:
\begin{align}
\frac{dU}{dE}&=aN_0\left(2E\,e^{-\gamma E}-\gamma E^2e^{-\gamma E}\right)\nonumber\\
&=aN_0\,E\,e^{-\gamma E}\,(2-\gamma E).
\end{align}
For $E>0$ the factors before the bracket are positive. The slope is thus positive for $E<2/\gamma$ and negative for $E>2/\gamma$, and
\begin{equation}
E^*=\frac2\gamma
\end{equation}
is the one maximum on $E>0$. Inserting it gives
\begin{equation}
N(E^*)=N_0e^{-2},\qquad
U^*=a\,\frac{4}{\gamma^2}\,N_0e^{-2}.
\label{eq:Ustar}
\end{equation}

Dividing the slope by $U$ gives $d\ln U/dE=2/E-\gamma$. The first term is the fractional gain in energy per unit of added field, the second the fractional loss of life. The gain shrinks as $E$ grows while the loss stays fixed, so they balance once.

The sign of the slope also settles the case of a restricted range $E_1\le E\le E_2$. If $2/\gamma$ lies outside it, the best allowed field is the end nearest to $2/\gamma$, provided the square law holds over the whole range. A range that contains a switching step needs the comparison of the next section.

\paragraph{Width of the maximum.} Put $E=rE^*$, so that $\gamma E=2r$. Then
\begin{equation}
\frac{U}{U^*}=\frac{r^2E^{*2}e^{-2r}}{E^{*2}e^{-2}}=r^2e^{2-2r}.
\label{eq:shape}
\end{equation}
Half the best field keeps $e/4=0.68$ of the maximum, and twice the best field keeps $4e^{-2}=0.54$. Near the top set $r=1+\delta$:
\begin{equation}
\ln\frac{U}{U^*}=2\ln(1+\delta)-2\delta
=2\left(\delta-\tfrac12\delta^2+\dots\right)-2\delta\simeq-\delta^2 .
\end{equation}
If $\gamma$ is overestimated by a small fraction $s$, the chosen field is $E^*/(1+s)$. Then $\delta\simeq-s$ and the relative loss is about $s^2$. For $s=0.1$, Eq.~\eqref{eq:shape} gives 0.88\,\%.

\section{The antiferroelectric step}

Now use the full energy \eqref{eq:w}, with the same lifetime law on both branches. If switching itself adds wear, this assumption favours the switched branch. Define
\begin{equation}
x=\gamma E_f,\qquad J=\frac{w(E_f)}{aE_f^2}=1+\frac{P_sE_b}{aE_f^2}.
\end{equation}
$J$ is the factor by which the energy jumps at switching.

\paragraph{Case $x>2$.} The field $2/\gamma$ lies below $E_f$ and is the best point of the linear branch. On the switched branch
\begin{equation}
\frac{d\ln U}{dE}=\frac{2aE}{aE^2+P_sE_b}-\gamma
<\frac2E-\gamma\le\frac2{E_f}-\gamma<0 .
\end{equation}
The first inequality drops the positive term $P_sE_b$ from the denominator, the second uses $E\ge E_f$, and the last uses $x>2$. Throughput falls all along this branch, so its best point is $E_f$. Compare that point with $U^*$ from Eq.~\eqref{eq:Ustar}:
\begin{equation}
R=\frac{U(E_f)}{U^*}
=\frac{JaE_f^2\,N_0e^{-x}}{4aN_0e^{-2}/\gamma^2}
=J\left(\frac x2\right)^2e^{2-x}.
\label{eq:R}
\end{equation}
The field $2/\gamma$ is the global optimum when $R<1$. If $R>1$, the best field is $E_f$. Since $d\ln R/dx=2/x-1<0$ for $x>2$, while $R=J>1$ at $x=2$ and $R\to0$ as $x\to\infty$, there is exactly one tie at fixed $J$. A steep lifetime law favours the low field, a gentle one the step.

\paragraph{Case $x\le2$.} Throughput rises along the whole linear branch and jumps up at $E_f$, so the optimum is at or above $E_f$. On the switched branch the slope vanishes when
\begin{equation}
\gamma aE^2-2aE+\gamma P_sE_b=0,
\qquad
E_\pm=\frac{1\pm\sqrt{1-\gamma^2P_sE_b/a}}{\gamma}.
\end{equation}
$U$ rises between the two roots and falls outside them. If the roots are real and $E_+>E_f$, the candidates are $E_f$ and $E_+$; otherwise the optimum is $E_f$. For $P_s=0$ the upper root returns to $2/\gamma$, as it must.

\section{When the service time is finite}

The throughput $U$ counts every cycle the device could survive. If the service time has room for only $N_c$ cycles, the useful quantity, with fading neglected, is
\begin{equation}
U_s(E)=w(E)\,\min\{N(E),N_c\}.
\end{equation}
The two limits meet where $N(E_c)=N_c$. Taking the logarithm of $N_0e^{-\gamma E_c}=N_c$ gives
\begin{equation}
E_c=\frac1\gamma\ln\frac{N_0}{N_c}.
\label{eq:Ec}
\end{equation}
Below $E_c$ the device outlives its service and $U_s=wN_c$ rises with field. Above $E_c$ wear-out decides and $U_s=U$. For $x>2$ there are three cases.
\begin{itemize}
\item If $E_c\le2/\gamma$, the cap leaves $U$ unchanged at both $2/\gamma$ and $E_f$, and criterion \eqref{eq:R} stands.
\item If $2/\gamma<E_c<E_f$, the linear branch is best at $E_c$. This must be compared with $E_f$:
\begin{equation}
\frac{U_s(E_f)}{U_s(E_c)}
=J\left(\frac{E_f}{E_c}\right)^2e^{-\gamma(E_f-E_c)},
\label{eq:Rc}
\end{equation}
where $N(E_f)/N_c=e^{-\gamma(E_f-E_c)}$ was used.
\item If $E_c\ge E_f$, $U_s$ rises through the step up to $E_c$ and falls beyond it, so $E_c$ is best.
\end{itemize}

Fading can move the best field below $E_c$, because a device with life to spare has faded less when its service ends. In the 1 kHz example below, a linear fade of 30\,\% over life would lower the best field from 2.28 to about 2.08 MV/cm.

At $E_c$ the predicted life equals the service time, with no reserve. Requiring a life of $MN_c$ cycles lowers the permitted field by $(\ln M)/\gamma$.

\section{Dependence on the lifetime law}

Suppose life is known near a test field $E_r$, where it is $N_r$ and has logarithmic slope $-\gamma$. Other laws can match both values.

A power law $N=N_r(E/E_r)^{-m}$ has $d\ln N/dE=-m/E$, so matching requires $m=\gamma E_r$. With $w=aE^2$ the throughput varies as $E^{2-m}$. For $m>2$ it falls at every field and has no interior maximum.

An inverse-field law $N=N_r\exp[G(1/E-1/E_r)]$ has slope $-G/E^2$, so $G=\gamma E_r^2$. Then
\begin{equation}
\frac{d\ln U}{dE}=\frac2E-\frac G{E^2}=\frac{2E-G}{E^2},
\end{equation}
which is negative below $G/2$ and positive above it. The stationary point is a minimum.

The result $2/\gamma$ therefore requires the exponential law to hold down to $2/\gamma$ itself. Both alternatives have $\ln N$ convex in $E$, so they lie above their common tangent, which is the exponential law. They predict longer life away from $E_r$, and for $E_c<E_r$ they place the service-limited field higher than Eq.~\eqref{eq:Ec} does.

\section{Worked example: a 10 nm film}

Take $\varepsilon_r=35$, $P_s=20\ \mu$C/cm$^2$, $E_f=2$ MV/cm, $E_b=1$ MV/cm, $\gamma=8$ cm/MV and a life of $10^9$ cycles at 3 MV/cm. The product of $\mu$C/cm$^2$ and MV/cm is J/cm$^3$. In these units $a=1.55$ J/cm$^3$ per (MV/cm)$^2$, and
\begin{equation}
N_0=10^9e^{8\times3}=2.65\times10^{19}.
\end{equation}

\paragraph{The unrestricted optimum.} The best field is $E^*=2/8=0.25$ MV/cm, or 0.25 V across the film. There
\begin{align}
w&=1.55\times0.25^2=0.097\ \text{J/cm}^3,\nonumber\\
N&=2.65\times10^{19}e^{-2}=3.6\times10^{18},\nonumber\\
U^*&=3.5\times10^{17}\ \text{J/cm}^3 .
\end{align}
Maximizing the throughput numerically, with the energy integrated along the traced discharge branch, also gives 0.25000 MV/cm.

For the step, $J=4.23$ and $x=16$, so
\begin{equation}
R=4.23\times8^2\times e^{-14}=2.25\times10^{-4}.
\end{equation}
The low field wins by a wide margin. At the given $J$ the tie would need $\gamma=2.72$ cm/MV. At 3 MV/cm the film delivers 33.9 J/cm$^3$ per cycle, about 350 times more than at $E^*$, yet its lifetime throughput is only $9.8\times10^{-8}$ of $U^*$.

The value of $U^*$ is formal: even at 1 MHz, using up the cycles would take $1.1\times10^5$ years.

\paragraph{Ten years of service.} Hold $N(E)$ fixed and change the clock. At 1 kHz, $N_c=3.16\times10^{11}$ and
\begin{equation}
E_c=\tfrac18\ln\frac{2.65\times10^{19}}{3.16\times10^{11}}=2.28\ \text{MV/cm}.
\end{equation}
This is above $E_f$, so it is the best field, and each cycle delivers 28 J/cm$^3$. Both this field and $2/\gamma$ allow the full $N_c$ cycles, so the gain in service throughput is the ratio of cycle energies, about 290. The hysteresis heat is $20\ \text{J/cm}^3\times10^{-6}\ \text{cm}\times10^3\ \text{s}^{-1}=0.02$ W/cm$^2$.

At 1 MHz, $N_c=3.16\times10^{14}$ and $E_c=1.42$ MV/cm, below switching. Equation~\eqref{eq:Rc} gives
\begin{equation}
4.23\left(\frac{2}{1.42}\right)^2e^{-8(2-1.42)}\approx0.08,
\end{equation}
so the film should stay on the linear branch. It delivers 3.1 J/cm$^3$ per cycle, 32 times more than at $2/\gamma$. With the exponential law, the antiferroelectric step pays at the slow clock and not at the fast one. The verdict at 1 MHz depends on this law. For the inverse-field law matched at 3 MV/cm, $E_c$ is 1.96 MV/cm and the throughput at $E_f$ is 2.3 times that at $E_c$, so the step would pay there too.

Under the exponential law the advantage at 1 kHz has little reserve. Staying at or above $E_f$ allows a life margin of at most $M=e^{8(2.28-2)}\approx9$, and a larger margin forces the film below switching. This limit also depends on the law: the matched power law would allow about 50, the inverse-field law about 500.

\section{The model beside real films}

The parameters are round values in the rough regime of antiferroelectric zirconia films about 10 nm thick, for which delivered energies of some tens of J/cm$^3$ at a few MV/cm are typical. Life and its slope depend strongly on electrodes and processing, so $10^9$ cycles and 8 cm/MV are orientation values. With a rough breakdown field of 4 MV/cm, $2/\gamma$ lies at 6\,\% of breakdown, while the service-limited fields lie at 57\,\% (1 kHz) and 35\,\% (1 MHz). The idealizations that real devices may break have very different weight:
\begin{itemize}
\item \emph{Exponential life down to low field.} This is the weakest assumption. Matched at 3 MV/cm, the power law has $m=24$ and the inverse-field law $G=72$ MV/cm. At 0.25 MV/cm the three laws predict $10^{18.6}$, $10^{34.9}$ and $10^{123.7}$ cycles. Such numbers cannot be checked by cycling, and with either alternative the optimum at $2/\gamma$ disappears.
\item \emph{Sharp switching.} Let regions of the film have their loops shifted by Gaussian offsets of standard deviation 0.3 MV/cm. The energy at the 1 kHz optimum falls from 28.1 to about 23 J/cm$^3$, and that at the 1 MHz optimum rises from 3.11 to 3.27 J/cm$^3$. In a scan with steps of 0.01 MV/cm the best fields stay in place to about one step. The tie moves from $\gamma=2.72$ to about 2.2 cm/MV.
\item \emph{Fixed temperature.} In the thermochemical model $\gamma=p/(k_BT)$, where $p$ is an effective dipole. If 8 cm/MV applies at 300 K, then $p=20.7\ e$\,\AA, and $E^*=2k_BT/p$ rises to 0.30 MV/cm at 358 K. That model gives a wear rate $\propto e^{\gamma E'}$ at the instantaneous field $E'$, so the life is a pure exponential in the peak field, and the factor is 2, only if wear occurs at the peak alone. Averaging the rate over a cycle keeps $E^*\propto k_BT/p$ but changes the factor: to 2.22 for a square wave of half duty and 2.82 for a triangle wave at fixed clock, and to 1.59 for a ramp of fixed slew rate. The prefactor $N_0$ also depends on temperature. That leaves $E^*$ unchanged but shifts $E_c$, by an amount not estimated here.
\item \emph{A cycle count independent of the clock.} If wear follows only the time under field, with the same waveform at every clock, $N(E)$ is proportional to the frequency. Then $E_c$ is the same at every clock, and the contrast found above between 1 kHz and 1 MHz disappears. In general $E_c$ must be found from life data taken at the clock of use.
\end{itemize}

As a rule of design, $2/\gamma$ applies when the energy is quadratic at that field, when the life is exponential over the whole range of allowed fields, below $2/\gamma$ as well as above it, when $R<1$, and when the service is long enough to use the cycles. In this example the last condition fails, and the service time sets the field through Eq.~\eqref{eq:Ec}. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
relative permittivity: 35
switched polarization Ps: 20 uC/cm2
forward, back switching field: 2.0, 1.0 MV/cm
lifetime slope gamma: 8.0 cm/MV
life at 3.0 MV/cm: 1.0e+09 cycles
film thickness: 10 nm
coefficient a: 1.5495 J/cm3 per (MV/cm)^2
life prefactor N0: 2.649e+19 cycles
best field found: 0.25000 MV/cm
2/gamma: 0.25000 MV/cm
voltage at best field: 0.250 V
energy per cycle there: 0.0968 J/cm3
life there: 3.585e+18 cycles
formal throughput there: 3.472e+17 J/cm3
time to use that life at 1 MHz: 1.136e+05 years
U/U* at half the best field: 0.6796
U/U* at twice the best field: 0.5413
loss if gamma is taken 10% high: 0.88 %
delivered at 3.0 MV/cm: 33.94 J/cm3
charging work at 3.0 MV/cm: 53.95 J/cm3
U/U* at 3.0 MV/cm: 9.78e-08
x = gamma*Ef: 16.0
energy jump factor J: 4.227
U/U* at forward switching: 2.25e-04
gamma at tie, sharp switching: 2.722 cm/MV
spread of switching fields: 0.3 MV/cm
gamma at tie, spread switching: 2.188 cm/MV
service time: 10 years
clock 1e+03 Hz: cycles available 3.156e+11
  best field: 2.281 MV/cm
  energy per cycle, sharp: 28.05 J/cm3
  energy per cycle, spread: 23.06 J/cm3
  service throughput, sharp: 8.852e+12 J/cm3
  gain over 2/gamma, sharp: 289.6
  share of breakdown field: 0.570
clock 1e+06 Hz: cycles available 3.156e+14
  best field: 1.417 MV/cm
  energy per cycle, sharp: 3.11 J/cm3
  energy per cycle, spread: 3.27 J/cm3
  service throughput, sharp: 9.821e+14 J/cm3
  gain over 2/gamma, sharp: 32.1
  share of breakdown field: 0.354
hysteresis heat at 1 kHz: 0.0200 W/cm2
rough breakdown field: 4.0 MV/cm
2/gamma over breakdown field: 0.0625
effective dipole: 20.7 e*angstrom
best field at 300 K: 0.2500 MV/cm
best field at 358 K: 0.2983 MV/cm
matched power-law exponent: 24
matched inverse-field constant G: 72 MV/cm
log10 life at 2/gamma, exponential: 18.6
log10 life, power law: 34.9
log10 life, inverse law: 123.7
\end{verbatim}
